# Expanding pure Gaussian shells in Cartesian Gaussians: the Schlegel–Frisch formula, part 2

The task is to find the coefficients in \(G_{lm}=\sum_a c(l,m,a)\,g_a\). The normalised functions share one centre and one exponent \(\alpha\): \(g_a=N_a\,\mathbf r^a e^{-\alpha r^2}\) is Cartesian, with \(a=(l_x,l_y,l_z)\), \(l_x+l_y+l_z=l\) and \(\mathbf r^a=x^{l_x}y^{l_y}z^{l_z}\), and \(G_{lm}=\tilde N_l\,r^lY_{lm}e^{-\alpha r^2}\) is pure. Their constants are

\[ \tilde N_l^2=\frac{2^{l+2}(2\alpha)^{l+3/2}}{(2l+1)!!\,\sqrt\pi},\qquad N_a^2=2^l(2\alpha)^{l+3/2}\pi^{-3/2}/D_a . \]

Here \(D_a=(2l_x-1)!!\,(2l_y-1)!!\,(2l_z-1)!!\), \((-1)!!=1\), \(a!=l_x!\,l_y!\,l_z!\), \(\mu=|m|\), \(\lambda=l-\mu\), and \(\binom nk=0\) unless \(0\le k\le n\). Upper signs hold for \(m\ge0\), and \(G_{l,-\mu}=G_{l\mu}^*\). The Gaussian moments are

\[ M_{2n}(\beta)=\int_{-\infty}^\infty x^{2n}e^{-\beta x^2}dx=\frac{(2n-1)!!}{(2\beta)^n}\sqrt{\frac\pi\beta}. \]

The first derivation started from Rodrigues' formula, with \(t=\cos\theta\), \(u=(t^2-1)^l\), \(P_l=u^{(l)}/(2^ll!)\) and \(\rho^2=x^2+y^2\). It found \(r^lY_{lm}\) proportional to \((x\pm iy)^\mu F\), where

\[ F=r^\lambda P_l^{(\mu)}(z/r)=\sum_{j=0}^{\lfloor\lambda/2\rfloor}A_j\,\rho^{2j}z^{\lambda-2j}, \]

and \(c=WA_jB\) for non-negative integer \(j=(l_x+l_y-\mu)/2\), otherwise zero, with

\[ W^2=\frac{D_a}{(2l-1)!!}\frac{(l-\mu)!}{(l+\mu)!},\quad W>0, \]

\[ A_j=\frac1{2^l\,l!}\sum_{i=0}^{\lfloor\lambda/2\rfloor}\binom li\binom ij(-1)^i\frac{(2l-2i)!}{(l-\mu-2i)!}, \]

\[ B=\sum_{k=0}^{j}\binom jk\binom{\mu}{l_x-2k}(\pm i)^{\mu-l_x+2k}. \]

The second derivation uses the angular momentum operators \(L^2\) and \(L_z\), in units of \(\hbar\). A polynomial of degree \(l\) has sharp \(l\) exactly when \(\nabla^2H=0\). With \(w=x+iy\), \(\bar w=x-iy\) and \(\partial_\mp=\partial_x\mp i\partial_y\), so that \(\partial_-w=2\) and \(\partial_-\bar w=0\), the solution for \(m=\mu\) is

\[ H=\sum_{j=0}^{\lfloor\lambda/2\rfloor}a_j\,w^{\mu+j}\bar w^{\,j}z^{\lambda-2j}, \]

\[ 4(j+1)(\mu+j+1)\,a_{j+1}=-(\lambda-2j)(\lambda-2j-1)\,a_j , \]

\[ a_j=a_0\,\frac{(-1)^j\,\mu!\,\lambda!}{4^j\,j!\,(\mu+j)!\,(\lambda-2j)!}. \]

The phase rule, a positive coefficient of \((x\pm iy)^\mu z^\lambda\), requires \(a_0>0\). Complex conjugation gives \(m=-\mu\). The norm of \(H\) is still to be found.

### The Gaussian norm of a harmonic polynomial

A change of length scale \(\mathbf r\to s\mathbf r\) multiplies every polynomial of degree \(l\) by the same \(s^l\) and changes \(\alpha\). Normalised functions go into normalised functions, so a linear relation between them holds for all \(\alpha\) once it holds for one. The choice \(4\alpha=1\) makes the squared Gaussian \(\gamma=e^{-r^2/2}\). Define the average \(\langle f\rangle=(2\pi)^{-3/2}\int f\gamma\,d^3r\), with \(\langle1\rangle=1\). The moment formula with \(\beta=\tfrac12\) gives \(\langle\mathbf r^{2a}\rangle=D_a\). If \(H=\sum_ah_a\mathbf r^a\), then the normalised pure function is proportional to \(H/\langle|H|^2\rangle^{1/2}\) and the normalised Cartesian one to \(\mathbf r^a/D_a^{1/2}\), with the same constant, so

\[ c(l,m,a)=h_a\sqrt{\frac{D_a}{\langle|H|^2\rangle}} . \]

The norm follows from an identity for the derivatives of \(\gamma\). For a polynomial \(P\), let \(P(\partial)\) be the operator obtained by replacing each coordinate by the derivative with respect to it. On a function of \(\mathbf r-\mathbf t\) the derivative with respect to \(\mathbf t\) equals minus that with respect to \(\mathbf r\), and \(\gamma(\mathbf r-\mathbf t)=\gamma(\mathbf r)\,e^{\mathbf t\cdot\mathbf r}e^{-t^2/2}\), so

\[ P(-\partial)\gamma(\mathbf r)=\gamma(\mathbf r)\Big[P(\partial_t)\,e^{\mathbf t\cdot\mathbf r}e^{-t^2/2}\Big]_{\mathbf t=0}. \]

Expand \(e^{-t^2/2}=\sum_n(-\tfrac12)^nt^{2n}/n!\); at \(\mathbf t=0\) only terms with \(2n\) not above the degree of \(P\) survive. In each term \(t^{2n}e^{\mathbf t\cdot\mathbf r}=(\nabla^2)^ne^{\mathbf t\cdot\mathbf r}\), the Laplacian in \(\mathbf r\) commutes with \(\partial_t\), and \([P(\partial_t)e^{\mathbf t\cdot\mathbf r}]_{0}=P(\mathbf r)\). Hence

\[ P(-\partial)\gamma=\gamma\sum_n\frac{(-\tfrac12)^n}{n!}(\nabla^2)^nP . \]

For a harmonic polynomial only \(n=0\) remains: \(H\gamma=H(-\partial)\gamma\). The polynomial \(\bar H\) with conjugated coefficients is harmonic too. For any polynomial \(Q\) of the same degree \(l\), partial integration moves the derivatives onto \(Q\), reverses their signs and leaves no boundary terms, because \(\gamma\) decays faster than any power. The result \(\bar H(\partial)Q\) is a constant, which is its own average:

\[ \langle\bar HQ\rangle=\bar H(\partial)Q . \]

For two monomials of the same degree \(\partial^a\mathbf r^b=a!\,\delta_{ab}\), since \(a\ne b\) forces some component of \(a\) to exceed that of \(b\). The right-hand side is thus the Fischer product

\[ (P,Q)=\bar P(\partial)Q=\sum_a\bar p_a\,q_a\,a! , \]

which is Hermitian and positive. The Gaussian overlap equals the Fischer product whenever one of the two polynomials is harmonic. It does not in general: \(\langle x^2y^2\rangle=1\) while \((x^2,y^2)=0\).

Multiplication by \(r^2\) becomes \(\nabla^2\) under the substitution, so for any \(Q'\) of degree \(l-2\)

\[ (r^2Q',H)=\bar Q'(\partial)\nabla^2H=0 . \]

In \((H,H)\) the first argument may therefore be changed by any multiple of \(r^2\). Since \(\rho^{2j}=(r^2-z^2)^j=(-1)^jz^{2j}+r^2(\cdots)\), the polynomial \(H\) differs from \(\kappa\,w^\mu z^\lambda\) by such a multiple, with \(\kappa=\sum_j(-1)^ja_j=\sum_j|a_j|\). The operator belonging to the conjugate of \(w^\mu z^\lambda\) is \(\partial_-^\mu\partial_z^\lambda\). The \(\lambda\) derivatives in \(z\) remove every term of \(H\) with \(j>0\) and give \(\lambda!\) on the term \(j=0\); \(\partial_-^\mu w^\mu=2^\mu\mu!\). So

\[ \langle|H|^2\rangle=\kappa\,a_0\,2^\mu\mu!\,\lambda!=a_0^2\,(2^\mu\mu!\,\lambda!)^2\;\Sigma,\qquad \Sigma=\sum_j\frac{2^{-\mu-2j}}{j!\,(\mu+j)!\,(\lambda-2j)!}. \]

The sum is a coefficient of a trinomial power. In \((\tfrac v2+1+\tfrac1{2v})^l\) the power \(v^\mu\) arises from taking \(\tfrac v2\) exactly \(\mu+j\) times, \(\tfrac1{2v}\) exactly \(j\) times and \(1\) the remaining \(\lambda-2j\) times, so its coefficient is \(l!\,\Sigma\). The trinomial equals \((1+v)^2/(2v)\), whose \(l\)-th power has the coefficient \(2^{-l}\binom{2l}{l+\mu}\) at \(v^\mu\). Therefore

\[ \Sigma=\frac{(2l)!}{2^ll!\,(l+\mu)!\,(l-\mu)!}=\frac{(2l-1)!!}{(l+\mu)!\,(l-\mu)!}. \]

The scale \(a_0\) drops out of \(c\). The choice \(a_0=(l+\mu)!/(2^\mu\mu!\,\lambda!)\) makes both expressions short:

\[ a_j=\frac{(-1)^j\,(l+\mu)!}{2^{\mu+2j}\,j!\,(\mu+j)!\,(l-\mu-2j)!},\qquad \langle|H|^2\rangle=(2l-1)!!\,\frac{(l+\mu)!}{(l-\mu)!}. \]

The case \(l=2\), \(m=0\) can be checked at sight: \(H=z^2-\tfrac12(x^2+y^2)\) has \((H,H)=2+\tfrac14\cdot2+\tfrac14\cdot2=3=3!!\). The factor \(\sqrt{D_a/\langle|H|^2\rangle}\) is the \(W\) of the first derivation.

### Back to \(x\) and \(y\)

The power of \(z\) again fixes \(j\). The coefficient of \(x^{l_x}y^{l_y}\) in \((x+iy)^{\mu+j}(x-iy)^j\) is found by taking \(s\) factors \(-iy\) from the second bracket and \(l_y-s\) factors \(iy\) from the first:

\[ B=i^{\,l_y}\sum_s(-1)^s\binom js\binom{\mu+j}{l_y-s}. \]

This is the same number as the \(B\) of the first derivation, because both are the coefficient of one monomial in one polynomial, \(w^{\mu+j}\bar w^j=w^\mu\rho^{2j}\). Collecting the factors, with \(l_z=l-\mu-2j\),

\[ c(l,\pm\mu,a)=(\pm i)^{l_y}(-1)^j\sqrt{\frac{D_a\,(l+\mu)!\,(l-\mu)!}{(2l-1)!!}}\;\frac{\sum_s(-1)^s\binom js\binom{\mu+j}{l_y-s}}{2^{\mu+2j}\,j!\,(\mu+j)!\,l_z!}. \]

## The two results are one

The factors \(W\) and \(B\) agree term by term. It remains to show \(A_j=a_j\), which is a summation identity, and the same argument shows that the function used in the first derivation has sharp \(l\).

From \(u=(t^2-1)^l\) follows \((t^2-1)u'=2lt\,u\). Differentiate this \(n+1\) times with \(n=l+\mu\), use Leibniz' rule on both sides, and write \(f=u^{(n)}\):

\[ (t^2-1)f''+2(n+1)tf'+n(n+1)f=2lt\,f'+2l(n+1)f . \]

With \(n+1-l=\mu+1\) and \(n-2l=-\lambda\) this is

\[ (1-t^2)f''-2(\mu+1)\,tf'+\lambda(l+\mu+1)f=0 . \]

Now take the Laplacian of \(w^\mu F(\rho,z)\). The factor \(w^\mu\) is harmonic. The cross term is \(2\nabla w^\mu\cdot\nabla F=2\mu w^{\mu-1}(x+iy)F_\rho/\rho=2\mu w^\mu F_\rho/\rho\), and \(\nabla^2F=F_{zz}+F_{\rho\rho}+F_\rho/\rho\). So \(\nabla^2(w^\mu F)=w^\mu[F_{zz}+F_{\rho\rho}+(2\mu+1)F_\rho/\rho]\). In the plane polar coordinates \(z=r\cos\theta\), \(\rho=r\sin\theta\) one has \(F_{zz}+F_{\rho\rho}=F_{rr}+F_r/r+F_{\theta\theta}/r^2\) and \(F_\rho/\rho=F_r/r+\cot\theta\,F_\theta/r^2\). For \(F=r^\lambda f(\cos\theta)\) the radial terms give \(\lambda(\lambda-1)+(2\mu+2)\lambda=\lambda(l+\mu+1)\) times \(r^{\lambda-2}f\). With \(f_\theta=-\sin\theta f'\) and \(f_{\theta\theta}=(1-t^2)f''-tf'\), the angular terms give \((1-t^2)f''-(2\mu+2)tf'\) times \(r^{\lambda-2}\). The sum is the left side of the differential equation just derived, which is zero. The polynomial \(w^\mu F\) of the first derivation is harmonic, and its coefficients \(A_j\) obey the recursion of the second.

The starting value is read off on the positive \(z\) axis, where \(\rho=0\), \(t=1\) and \(F=A_0z^\lambda=z^\lambda P_l^{(\mu)}(1)\). In Leibniz' rule for the \((l+\mu)\)-th derivative of \((t-1)^l(t+1)^l\) at \(t=1\), only the term with exactly \(l\) derivatives on \((t-1)^l\) survives. It gives \(\binom{l+\mu}{l}\,l!\cdot\frac{l!}{(l-\mu)!}2^{l-\mu}\), and division by \(2^ll!\) yields

\[ A_0=\frac{(l+\mu)!}{2^\mu\,\mu!\,(l-\mu)!}=a_0>0 . \]

The same recursion and the same starting value give \(A_j=a_j\) for all \(l\), \(\mu\) and \(j\), and the positive \(A_0\) confirms the phase rule. The numerical check asserts the equality in exact rational arithmetic for \(l\le14\).

## What each derivation assumes

The first derivation takes the form of \(Y_{lm}\) in terms of derivatives of the Rodrigues polynomial as given. It needs the separation of the norm into a radial and an angular integral, two elementary integrals, and the binomial theorem four times. It never uses the fact that the function is an eigenfunction of \(L^2\); any function of the form \((x\pm iy)^\mu\) times a polynomial in \(r^2\) and \(z\) could be expanded in the same way. The physical content enters only through the starting formula, and the price is that \(A_j\) comes out as \(1/(2^ll!)\) times an alternating sum of integers over \(i=j,\dots,\lfloor\lambda/2\rfloor\), whose terms partly cancel whenever there is more than one.

The second derivation takes the operators \(L^2\) and \(L_z\) and the sign rule \(a_0>0\) as given. It proves that the pure function exists and is unique, which the first does not address, and it delivers \(A_j\) as a single product of factorials. Its normalisation rests on a property special to the Gaussian weight, \(H\gamma=H(-\partial)\gamma\), and on harmonicity itself. The first route uses the Gaussian only through the two norm integrals, radial and Cartesian.

That difference matters for contracted shells, and here the separation used in the first route is the more direct tool. Let all components share an arbitrary radial factor \(R(r)\) in place of \(e^{-\alpha r^2}\). The squared norm of \(\mathbf r^aR\) is \(\Omega_a\int r^{2l+2}R^2dr\), where \(\Omega_a\) is the integral of \((\mathbf r/r)^{2a}\) over the sphere, and the squared norm of \(r^lY_{lm}R\) is the radial integral alone. So \(\tilde N^2/N_a^2=\Omega_a\) for every \(R\), and the Gaussian case evaluated above gives \(\Omega_a=4\pi D_a/(2l+1)!!\). The same \(c\) therefore holds for contracted shells, and for any other common radial factor, provided each component is normalised to unity.

Both routes assume one centre, one radial factor for all components, and radial power equal to \(l\). A combination that mixes components of different exponent does not separate into a radial and an angular part, because the polynomials attached to the different exponents are built from different monomials and are linearly independent. For a function \(r^{l+2k}Y_{lm}e^{-\alpha r^2}\) with \(k>0\) an expansion in monomials of degree \(l+2k\) exists, but the polynomial is not harmonic, the sums contain the extra factor \(r^{2k}\), and the ratio of norms is different. If the Cartesian components carry only the common radial normalisation, so that the expansion is that of \(r^lY_{lm}\) in bare monomials, each \(c\) is to be multiplied by \(N_a/\tilde N_l=\sqrt{(2l+1)!!/(4\pi D_a)}\).

## Real functions and selection rules

For \(\mu>0\) the real functions are

\[ G^{c}_{l\mu}=\frac{G_{l\mu}+G_{l,-\mu}}{\sqrt2}=\sqrt2\,\mathrm{Re}\,G_{l\mu},\qquad G^{s}_{l\mu}=\frac{G_{l\mu}-G_{l,-\mu}}{i\sqrt2}=\sqrt2\,\mathrm{Im}\,G_{l\mu}, \]

proportional to \(\cos\mu\varphi\) and \(\sin\mu\varphi\) and labelled \(+\mu\) and \(-\mu\). Functions of different \(m\) are orthogonal as eigenfunctions of the Hermitian \(L_z\), and the map from the pair \(G_{l,\pm\mu}\) to the real pair is unitary, so the real set is orthonormal. Since the \(g_a\) are real, the coefficients are \(\sqrt2\,\mathrm{Re}\,c(l,\mu,a)\) and \(\sqrt2\,\mathrm{Im}\,c(l,\mu,a)\). For \(m=0\) the function is real already and \(c\) is used unchanged.

Three selection rules follow from what has been derived. Because \(l_z=l-\mu-2j\) with \(j\ge0\), the power \(l_z\) has the parity of \(l-\mu\) and cannot exceed \(l-\mu\). Because \(c\) is a real number times \(i^{l_y}\), the cosine functions and \(m=0\) contain only even \(l_y\) and the sine functions only odd \(l_y\), as the reflection \(y\to-y\) demands. Neither \(W\) nor \(A_j\) vanishes for an allowed monomial, so any further zero is a zero of \(B\).

Two limiting cases have no sums. For \(a=(0,0,l)\) only \(m=0\) is allowed, and \(W=A_0=B=1\), so \(z^l\) enters \(G_{l0}\) with coefficient one for every \(l\). For \(\mu=l\) only \(j=0\) exists, \(A_0=(2l)!/(2^ll!)=(2l-1)!!\) and \(B=\binom l{l_y}i^{\,l_y}\). For \(l=1\) this gives \(W^2=\tfrac12\), \(A_0=1\) and real coefficients \(\sqrt2\cdot\tfrac1{\sqrt2}=1\): the p functions \(+1,-1,0\) are \(x,y,z\).

The two derivations have been shown to give the same coefficients, which also hold for contracted shells, and the real functions and selection rules have been obtained. What remains is to write out the d, f and g shells, to treat the metric of the transformation, and to apply it to the beryllium atom.
